Thickness of a clamped tetragonal film from quasi-harmonic free energy

A tetragonal oxide film is deposited hot on a thick silicon wafer, with its c axis normal to the surface, and then cooled. Left to itself, the film would shrink in its plane more than silicon does. The wafer does not let it, so the film ends up stretched sideways. A solid stretched sideways usually thins, so the thickness should fall faster on cooling than the film's own expansion coefficient along c would suggest. How much faster, and how can the thickness be computed from a free energy that depends on the lattice parameters and the temperature?

**A film small enough for hand calculation**

Let the film be free of stress at T₀, and write θ = T − T₀. Measure the in-plane strain x and the normal strain z from the state at T₀. Both in-plane axes carry the same strain x. For small strains and small θ, the part of the free energy per volume that depends on strain is

φ = (C₁₁ + C₁₂)x² + 2C₁₃xz + ½C₃₃z² − θ(2p_a x + p_c z).

The first three terms are the elastic energy ½ΣCᵢⱼeᵢeⱼ with e₁ = e₂ = x and e₃ = z. The pair (1,3) and the pair (2,3) each contribute C₁₃xz, which is where the 2 in the second term comes from. The last bracket is the thermal drive to expand; p_a and p_c are stresses per kelvin.

The top face is free, so z takes the value that minimises φ:

∂φ/∂z = 2C₁₃x + C₃₃z − p_cθ = 0.  (1)

If the film were detached, it would follow x = α_aθ and z = α_cθ, where α_a and α_c are its own expansion coefficients. Its normal stress would also vanish, so (1) holds for it too and gives

p_c = C₃₃α_c + 2C₁₃α_a.

The clamped film has x = α_sθ instead, with α_s the expansion coefficient of the substrate. Equation (1) then gives

z/θ = (p_c − 2C₁₃α_s)/C₃₃ = α_c + 2(C₁₃/C₃₃)(α_a − α_s).  (2)

The model film defined below has, at its stress-free temperature of 900 K, C₁₃ = 119.06 GPa and C₃₃ = 426.80 GPa. In ppm/K (10⁻⁶ per kelvin), α_a = 9.4125, α_c = 11.6834 and α_s = 4.1346. By hand,

p_c = 426.80 × 11.6834 + 238.12 × 9.4125 = 4986.5 + 2241.3 = 7227.8 kPa/K,

2C₁₃α_s = 238.12 × 4.1346 = 985 kPa/K,

z/θ = (7228 − 985) kPa/K ÷ 426.80 GPa = 14.63 ppm/K.

Cooling a 100 nm film by 10 K therefore thins it by about 0.0146 nm. A detached film would lose 0.0117 nm.

Three cases show what (2) means. If α_s = α_a, clamping changes nothing. If C₁₃ = 0, in-plane strain does not couple to the thickness, and the slope is α_c for any substrate. If the substrate does not expand at all, the slope is p_c/C₃₃, or 16.9 ppm/K here: the whole thermal drive along c acts against the stiffness C₃₃ alone.

**The general statement**

Now let F(x,z,T) be the Helmholtz free energy per unit cell, with no restriction to small strains. Use logarithmic strains x = ln(a/a₀) and z = ln(c/c₀), where a₀ and c₀ are fixed reference lengths. The film has a fixed number N of cell layers, so its thickness is t = Nc and d ln t/dT = dz/dT. This assumes coherent clamping, with no slip, creep, cracking or change of composition. Atomic positions inside the cell are taken as relaxed.

A small strain de₃ moves the top face of a cell by c de₃ against the force σ₃a². The work is σ₃V de₃, with V = a²c and tension positive. Hence F_z = Vσ₃, where subscripts on F denote derivatives. Neglecting the pressure of the atmosphere, the free face requires

F_z(x,z,T) = 0, with F_zz > 0 for a minimum.  (3)

Differentiate (3) with respect to T along the clamped path, on which dx/dT = α_s:

F_zz dz/dT + F_zx α_s + F_zT = 0.  (4)

The free film obeys (3) as well, with dx/dT = α_a and dz/dT = α_c:

F_zz α_c + F_zx α_a + F_zT = 0.  (5)

At the stress-free temperature both films are in the same state, so the coefficients in (4) and (5) are equal. Subtracting (5) from (4) removes F_zT:

dz/dT = α_c + (F_zx/F_zz)(α_a − α_s).

Changing x strains axes 1 and 2 together, so F_zx = F₃₁ + F₃₂ = 2F₁₃ by tetragonal symmetry. At zero stress the second strain derivatives of F are V times the isothermal stiffnesses, so F_zx/F_zz = 2C₁₃/C₃₃. This gives

d ln t/dT = α_c + 2(C₁₃/C₃₃)(α_a − α_s) at T = T₀.  (6)

No expansion in strain was made, so under the stated assumptions (6) is exact at T₀.

**What changes once the film is stressed**

Away from T₀ the clamped and free films are in different states, and (4) and (5) no longer share their coefficients. The argument can be repaired. Equation (5) needs a path that passes through the clamped state and keeps σ₃ = 0; it need not be the path of a stress-free film. A natural choice is expansion at constant in-plane stress, with that stress equal to its value in the clamped film. If α_a and α_c are measured along this path, the subtraction goes through as before.

The stiffness ratio also keeps a simple meaning. Differentiating F_z = Vσ₃, and using ∂V/∂e₁ = ∂V/∂e₃ = V, gives

F₃₁ = V(σ₃ + ∂σ₃/∂e₁),  F₃₃ = V(σ₃ + ∂σ₃/∂e₃).

Since σ₃ = 0, the ratio F₃₁/F₃₃ is that of the true-stress stiffnesses ∂σ₃/∂e₁ and ∂σ₃/∂e₃. The order of the indices now matters. Starting from F₁ = Vσ₁ gives F₁₃ = V(σ₁ + ∂σ₁/∂e₃), so ∂σ₁/∂e₃ is smaller than ∂σ₃/∂e₁ by the in-plane stress σ₁.

What is the error if free-film coefficients are used anyway? Let z*(x,T) be the solution of (3). The clamped slope is

S(x,T) = ∂z*/∂T + α_s ∂z*/∂x.

For the free film, at x = x_f, the chain rule gives α_c = ∂z*/∂T + α_a ∂z*/∂x, and (3) gives ∂z*/∂x = −2C₁₃/C₃₃. Inserting both into the right side of (6) yields S(x_f,T). With the misfit strain m = x − x_f, the error is therefore

S(x,T) − S(x_f,T) = m(∂²z*/∂x∂T + α_s ∂²z*/∂x²) + O(m²).  (7)

It is of first order in the misfit and comes from the dependence of stiffness and thermal drive on strain. The small example has neither, which is why (2) held there for all θ.

**A quasi-harmonic free energy**

In the quasi-harmonic approximation each vibration is harmonic, but its energy quantum ε depends on the lattice parameters:

F = E(x,z) + Σ[ε/2 + kT ln(1 − e^(−ε/kT))].

The model takes ε = ε₀ exp[−γ_a(e₁ + e₂) − γ_c e₃], so that γ_a and γ_c measure how fast a mode softens under strain. Differentiating one term of the sum with respect to ε gives ½ + 1/(e^(ε/kT) − 1), and ∂ε/∂z = −γ_cε. The vibrational part of F_z is thus −Σγ_cU, where U is the mean energy of a mode. At fixed strain dU/dT is the mode's heat capacity c_v, so

F_zT = −Σγ_c c_v,

and (4) becomes

d ln t/dT = (Σγ_c c_v − 2F₁₃α_s)/F₃₃.  (8)

This form needs no free-film expansion coefficient, and it holds in the stressed state if every quantity is evaluated there.

The static energy is

E = ½V₀ΣCᵢⱼeᵢeⱼ[1 − 1.5(e₁ + e₂ + e₃)], V₀ = a₀²c₀,

with a₀ = 0.458 nm, c₀ = 0.295 nm and C₁₁, C₁₂, C₁₃, C₃₃ = 270, 175, 147, 480 GPa. The cubic term softens the lattice as it expands. The six-atom cell has 18 vibrational branches, represented by three groups:

- 3 branches with a Debye spectrum up to 25 meV, γ_a = 1.0, γ_c = 1.5;
- 7 branches at 35 meV, γ_a = 1.6, γ_c = 2.2;
- 8 branches at 65 meV, γ_a = 1.2, γ_c = 1.8.

The substrate follows

ln[a_s(T)/a_s(T₀)] = α∞Θ[n(T) − n(T₀)], n(T) = 1/(e^(Θ/T) − 1),

with α∞ = 4.4 ppm/K and Θ = 780 K. Its derivative α_s falls towards zero at low temperature and approaches α∞ at high temperature. The law is meant for the range from 300 to 900 K used here; it misses the negative expansion of silicon between about 20 and 120 K.

**The algorithm**

1. Find the free film's lattice parameters at T₀ from F_x = F_z = 0. This fixes x(T₀).
2. At each temperature set x(T) = x(T₀) + ln[a_s(T)/a_s(T₀)].
3. At this x, find the z that minimises F. The thickness is t(T₀) exp[z(T) − z(T₀)].
4. Differentiate z(T) numerically.

For the results below, step 3 was done by finding the root of F_z, with strain derivatives from fourth-order central differences of F. Temperature derivatives used the same difference formula with a step of 10 K. The free film's coefficients came from separate minimisations over both x and z.

When F comes from costly phonon calculations, it is known at a few values of c. One then fits a polynomial in z at each temperature and takes its minimum. The degree matters. Let d be the distance of the true minimum from the centre of a symmetric grid, y the distance of a grid point from that centre, and r = F_zzz/F_zz at the minimum. A least-squares quadratic replaces y³ by μy, where μ = Σy⁴/Σy². Near the minimum F/F_zz varies as ½(y − d)² + (r/6)(y − d)³. Expanding the cube, replacing y³ and setting the derivative to zero gives, to first order in r, a minimum displaced by

δ = −(r/6)(μ − 3d²).

A constant δ would not affect the slope, but both d and r change with temperature. With seven points from z = −0.005 to 0.025, the quadratic fit gives a slope at 900 K that is 0.26 % below that of direct minimisation. A quartic fit to the same points differs by about 10⁻⁷ %. The quadratic does this well only because the minimum, z = ln(0.298138/0.295) = 0.0106, lies close to the grid centre at 0.010. Since d changes at the rate dz/dT, the d² term of δ gives a relative slope error of about rd, with r ≈ −4.9 and d ≈ 0.0006 at 900 K. At 300 K the minimum has moved to z = ln(0.295741/0.295) = 0.0025, so d = −0.0075 with r ≈ −4.7, and the quadratic slope on the same seven points is 3.6 % too high, while the quartic stays within 10⁻⁶ %.

**Cooling from 900 K to 300 K**

The film is 100 nm thick and stress free at 900 K. Minimisation gives thicknesses of 99.784, 99.576, 99.377 and 99.196 nm at 750, 600, 450 and 300 K. The total loss is 0.804 nm, against 0.636 nm for a free film. Integrating (6) over the cooling with free-film coefficients at each temperature gives 0.800 nm, which is 0.5 % less than the minimised loss.

At 900 K the minimised slope is 14.628 ppm/K, the value given by (6). With one factor C₁₃/C₃₃ in place of two, the result would be 13.156 ppm/K.

At 300 K the clamped film has a = 0.460807 nm and the free film 0.459487 nm, so the misfit strain is m = ln(0.460807/0.459487) = 0.287 %. The minimised slope is 11.279 ppm/K, and (8) gives the same. The free film has α_a = 6.840 ppm/K, α_c = 8.616 ppm/K, C₁₃ = 137.09 GPa and C₃₃ = 460.58 GPa, while α_s = 2.578 ppm/K. Formula (6) then yields

8.616 + 0.5953 × (6.840 − 2.578) = 11.153 ppm/K,

which is 1.1 % below the minimised slope. In the stressed state, expansion at constant in-plane stress has α_a = 7.110 and α_c = 8.613 ppm/K, and the stiffness ratio is 0.2942:

8.613 + 0.5884 × (7.110 − 2.578) = 11.28 ppm/K.

Most of the difference comes from α_a, which is 0.27 ppm/K larger under tension and so adds 0.16 ppm/K to the slope. The smaller stiffness ratio takes back about 0.03.

The linear growth in (7) can be seen by holding the temperature at 600 K and imposing a misfit. The error is 0.051 ppm/K at m = 0.1 % and 0.102 ppm/K at m = 0.2 %. A growth strain of this size, present before cooling, would therefore alter the slope little.

**Stress and the limits of clamping**

For a small misfit, σ₃ = 0 gives a normal strain −2(C₁₃/C₃₃)m, so the in-plane stress is

σ = Mm, M = C₁₁ + C₁₂ − 2C₁₃²/C₃₃.

At 300 K the free film has C₁₁ = 257.73 and C₁₂ = 165.24 GPa. Hence M = 341 GPa and σ = 0.98 GPa. The full free energy gives 0.97 GPa.

This stress pulls on the substrate. A film force σt per unit width compresses a wafer of thickness h_s and biaxial modulus M_s by σt/(M_s h_s). Acting at the surface, it also bends the wafer, which adds three times as much at that face. With M_s = 180 GPa and h_s = 0.5 mm, the substrate takes up the fraction 4Mt/(M_s h_s) = 0.15 % of the misfit, so treating it as rigid is justified here.

The stress can also drive cracks through the film. The energy released per area of a long channel crack is about 2σ²t/E′, where 2 is a rough factor for a film and substrate of similar stiffness. The modulus E′ = C₁₁ − C₁₃²/C₃₃ = 217 GPa applies to stretching across the crack with no strain along it. The result is 0.86 J/m². Against a rough resistance of 4 J/m², cracks could run at thicknesses above about 460 nm under the same stress.

A different limit appears if slip or creep removes the in-plane stress completely while the film still covers the same substrate area. The number of cells is conserved, but the number of layers is not. The thickness is then film volume divided by area, and

d ln t/dT = α_c + 2(α_a − α_s).

The elastic factor 2C₁₃/C₃₃, which is 0.56 at 900 K, has been replaced by 2. For the whole cooling, ln t changes by the free-film value ln(1 − 0.00636) = −0.00638 and by −2m = −0.00574. The loss becomes 1.20 nm instead of 0.80 nm.

**How the model compares with a real film**

The parameters are rough values in the regime of rutile titania on silicon, not a first-principles calculation. The elastic constants entered as static values have the size of room-temperature ones, so the model is somewhat too soft at 300 K: C₃₃ is 461 GPa rather than 480 GPa. Raising all the static constants by 4 % would correct C₃₃ and lower the clamped slope at 300 K by about 5 %. Real films may be polycrystalline, carry growth stress, contain other titania phases or lose oxygen when hot. Oxygen loss changes the cell without a change of temperature and is not sized here. The assumption with the largest estimated effect is coherent clamping: full relaxation would raise the thickness loss by half.

The quasi-harmonic approximation also omits frequency shifts caused by temperature at fixed lattice parameters. Suppose they lower ln ε by bT. For a classical oscillator of spring constant K and mean square displacement s = kT/K, a small quartic energy λq⁴ adds 3λs² to F. It stiffens the effective spring by 12λs, which shifts kT ln ε by 6λs². The free energy therefore changes by half the shift of kT ln ε, or −½kbT² per mode. If b grows with normal strain as d ln b/dz = g, the slope changes by 18kTbg/(VC₃₃). The rough choices b = 20 ppm/K and g = 3 give 0.5 ppm/K at 900 K, about 3 % of the slope. At 300 K the same choices give about 0.16 ppm/K, similar in size to the 0.13 ppm/K error made there by using free-film coefficients in (6).
